# Why helical surface states still have electrical resistance at room temperature

## The argument under review

The argument proposes the surface of a strong topological insulator as a lossless room-temperature wire, and it has three steps:

1. The spin of a surface electron is locked to its momentum, so time-reversal symmetry forbids scattering from $\mathbf k$ to $-\mathbf k$.
2. Resistance requires electrons to be turned back.
3. Therefore nonmagnetic defects and lattice vibrations cannot produce resistance.

The first step is sound for static, nonmagnetic disorder. The second needs examination, because a surface electron has a whole circle of directions available. The question is how much current is lost through scattering by angles other than $180^\circ$, and whether the loss survives when the surface has no defects at all.

I use atomic units in the algebra, $\hbar=e=m_e=1$, and consider one isolated Dirac cone,
$$
H=v\,\boldsymbol\sigma\cdot\mathbf k+V(\mathbf r),
$$
where $V$ is a real scalar potential. A fixed spin rotation about the surface normal turns $\boldsymbol\sigma\cdot\mathbf k$ into the form in which spin is perpendicular to momentum. It changes none of the rates below. The Fermi circle is isotropic. Bulk carriers, contacts, electron interactions, screening and quantum-interference corrections are left out.

## What the symmetry forbids

For $\mathbf k=k(\cos\phi,\sin\phi)$ the state of energy $+vk$ has the spinor
$$
|\phi\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\ e^{i\phi}\end{pmatrix}.
$$
Time reversal is $\Theta=i\sigma_yK$, with $K$ complex conjugation. It reverses both $\boldsymbol\sigma$ and $\mathbf k$, so it leaves $H$ unchanged, and $\Theta^2=-1$. Acting on the state at $\mathbf k$, it gives the state at $-\mathbf k$, up to a phase.

Let $S=e^{-iHt}$. Since $\Theta$ is antiunitary, $\langle a|b\rangle=\langle\Theta b|\Theta a\rangle$ and $\Theta S=S^\dagger\Theta$. Hence
$$
\begin{aligned}
\langle\Theta\psi|S\psi\rangle
&=\langle\Theta S\psi|\Theta^2\psi\rangle\\
&=-\langle S^\dagger\Theta\psi|\psi\rangle
=-\langle\Theta\psi|S\psi\rangle .
\end{aligned}
$$
A number equal to its own negative is zero. No expansion in $V$ was made, so the result includes multiple scattering. It excludes one final state, however, not every state with a backward velocity component.

In one dimension this distinction disappears. For $H=v\sigma_xk_x+V(x)$, the current operator of one electron, apart from the sign of its charge, is $v\sigma_x$, and
$$
\frac{d(v\sigma_x)}{dt}=i[H,v\sigma_x]=0.
$$
Scalar disorder therefore cannot degrade the current in this model. The argument carries this one-dimensional conclusion over to a surface, where it does not follow.

## The loss through other angles

Let $\theta$ be the angle between the initial and final momenta. The spin overlap is
$$
|\langle\phi+\theta|\phi\rangle|^2
=\left|\frac{1+e^{-i\theta}}2\right|^2
=\frac{1+\cos\theta}{2}.
$$
It vanishes at $180^\circ$, but equals one half at $90^\circ$.

Write $V(\mathbf r)=\sum_{\mathbf q}V_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ on a surface of area $A$, and take $\langle|V_{\mathbf q}|^2\rangle=U/A$, independent of $q$. This describes short-range disorder. For example, $n_i$ randomly placed scatterers per unit area, each with potential $u_0\delta(\mathbf r)$, give $U=n_iu_0^2$ for $\mathbf q\ne0$, because the cross terms between different positions average to zero.

The golden rule, valid to leading order in weak disorder, gives the rate per unit angle
$$
\begin{aligned}
w(\theta)
&=2\pi\,A\int\frac{k'dk'}{(2\pi)^2}\,\frac UA\,
\frac{1+\cos\theta}{2}\,\delta(vk'-vk)\\
&=\frac{Uk}{2\pi v}\,\frac{1+\cos\theta}{2}.
\end{aligned}
$$
The delta function supplied the factor $1/v$. The total rate of leaving the initial state is
$$
\frac1\tau=\int_0^{2\pi}w(\theta)\,d\theta
=\frac{Uk}{2\pi v}\,\pi=\frac{Uk}{2v}.
$$

Current decay needs a different average. Let $p(\phi,t)$ be the distribution of directions and $C=\int p\cos\phi\,d\phi$ the mean forward component. Scattering gives
$$
\frac{\partial p(\phi)}{\partial t}
=\int w(\theta)[p(\phi-\theta)-p(\phi)]\,d\theta .
$$
Multiply by $\cos\phi$, integrate, and set $\phi'=\phi-\theta$ in the first term. There $\cos(\phi'+\theta)=\cos\phi'\cos\theta-\sin\phi'\sin\theta$, and the sine product drops out because $w$ is even in $\theta$. Thus
$$
\frac{dC}{dt}=-\frac{C}{\tau_{\rm tr}},\qquad
\frac1{\tau_{\rm tr}}=\int w(\theta)(1-\cos\theta)\,d\theta .
$$
The product of the spin and velocity factors is
$$
\frac{(1+\cos\theta)(1-\cos\theta)}2=\frac{\sin^2\theta}{2},
$$
whose integral over the circle is $\pi/2$. Therefore
$$
\frac1{\tau_{\rm tr}}=\frac{Uk}{4v}.
$$

The most damaging angle is $90^\circ$: the electron loses all its forward velocity, and the spin overlap is still one half. The share of the relaxation rate from deflections of magnitude between $\theta_1$ and $\theta_2$ is
$$
F=\frac2\pi\int_{\theta_1}^{\theta_2}\sin^2\theta\,d\theta
=\frac1\pi\left[\theta-\frac{\sin2\theta}{2}\right]_{\theta_1}^{\theta_2}.
$$
Deflections between $60^\circ$ and $120^\circ$ contribute $1/3+\sqrt3/(2\pi)$, or 60.9%. Those between $170^\circ$ and $180^\circ$ contribute 0.11%. Closing that whole window would hardly alter the result, partly because the spin factor has already suppressed it. Without the spin factor the same window carries only 11% of the rate.

## How much the spin helps

For spinless particles with the same dispersion and the same $U$, the overlap factor is one. Then $\int(1-\cos\theta)d\theta=2\pi$ and the transport rate is $Uk/v$. Spin-momentum locking reduces the rate fourfold for weak short-range scalar disorder. For scatterers too strong for the golden rule, the ratio depends on their strength. It does not reduce it to zero.

The factor of four is not universal. If $U$ depends on momentum transfer, it must stay inside the angular integral, evaluated at $q=2k|\sin(\theta/2)|$. For a potential so smooth that only $q\ll k$ matters, the helical weight is $\sin^2\theta/2\simeq\theta^2/2$, and the spinless weight is $1-\cos\theta\simeq\theta^2/2$. The two rates then agree to leading order. They may both be small, but the reason is small deflection, not topology.

Magnetic disorder gives the opposite case. Replace $V$ by $M(\mathbf r)\sigma_z$, with $M$ of zero mean and $\langle|M_{\mathbf q}|^2\rangle=U/A$. This term changes sign under $\Theta$, so the theorem no longer applies. The spin factor becomes
$$
|\langle\phi+\theta|\sigma_z|\phi\rangle|^2
=\left|\frac{1-e^{-i\theta}}2\right|^2
=\frac{1-\cos\theta}{2},
$$
which is largest at $180^\circ$. Since $\int(1-\cos\theta)^2d\theta/2=3\pi/2$, the transport rate is $3Uk/(4v)$, three times the scalar value. Protection thus has a measurable meaning, but it is a statement about the size of a rate.

## A check without transport theory

The time-dependent Schrödinger equation can be solved directly for a helical plane wave in random scalar potentials. In units with $v=1$ and grid spacing 1, take $U=0.100$ and $k=1.024$. The formula predicts a current decay rate $0.100\times1.024/4=0.0256$. The fitted rate, averaged over 20 potentials, is 0.0251, about 2% below the formula. At time 30 the current has fallen to 0.477 of its initial value.

At that same time the probability in the time-reversed state, at its largest among the 20 potentials, is $2.8\times10^{-32}$, which is zero to rounding error. The mean probability in the single state at $90^\circ$ is $7.9\times10^{-4}$. The current decays while the forbidden channel stays closed.

A spinless control with half the potential amplitude, hence $U/4$, should decay at the same rate, 0.0256. It gives 0.0254. Scaled to equal $U$, the simulated spinless rate is 4.06 times the helical one. These tests allow deviations of 15% for the rates and 20% for their ratio, because the samples are finite and corrections of order $1/(k\ell)$ are omitted. Here $\ell=v\tau_{\rm tr}$, so $k\ell=4v^2/U=40$.

When the potential varies only along the motion, the current stays at 1.0000000000, although the probability in the initial plane wave falls to 0.567. The potential changes the electron's momentum without changing its velocity. This is the one-dimensional exception, recovered in the same calculation.

## From relaxation to resistivity

Apply a field $E$ along $x$. An electron has charge $-1$ and feels the force $-E$. With $\varepsilon=vk$ and equilibrium occupation $f_0(\varepsilon)$, the steady linearized Boltzmann equation is
$$
-Ev\cos\phi\,f_0'(\varepsilon)=-\frac{\delta f}{\tau_{\rm tr}},
\qquad
\delta f=Ev\tau_{\rm tr}\cos\phi\,f_0'(\varepsilon).
$$
The transport time appears because $\delta f$ is proportional to $\cos\phi$. The cone has no spin degeneracy, so the current density is
$$
\begin{aligned}
j&=-\int\frac{k\,dk\,d\phi}{(2\pi)^2}\,v\cos\phi\,\delta f\\
&=\frac E{4\pi}\int d\varepsilon\,(-f_0')\,vk\,\tau_{\rm tr}.
\end{aligned}
$$
The angular integral of $\cos^2\phi$ gave $\pi$, and $dk=d\varepsilon/v$ removed one factor of $v$. Now $k\tau_{\rm tr}=4v/U$ does not depend on energy. If the Fermi energy is far above $k_BT$, the remaining integral of $-f_0'$ is one, and
$$
\sigma=\frac{v^2}{\pi U},\qquad \rho=\frac{\pi U}{v^2}.
$$
A larger Fermi circle has more states at the Fermi energy to carry the current, but it also offers more final states for scattering. Both numbers grow in proportion to $k_F$, while the speed stays $v$, so the two effects cancel. The formula requires $k_F\ell=4v^2/U\gg1$ and, for discrete impurities, that each one be weak enough for the golden rule. Dilute strong scatterers can meet the first condition and fail the second. The field delivers power $jE=\rho j^2$ per unit area, which is positive for any nonzero current. In a steady state this energy must leave the electrons as heat. The conductor is not lossless.

## A defect-free surface at finite temperature

Removing the impurities does not remove $V$, because thermal strain remains. Consider longitudinal in-plane vibrations of a thin film with displacement $\mathbf u$, areal modulus $B$, sound speed $c$ and frequency $\omega=cq$. The displacement is taken as uniform through the film thickness $d$, which requires $qd\ll1$ for all $q$ up to $2k_F$. Bending of the film is left out, and this omission is not small for a free film. A deflection $w$ strains the surface by $(d/2)q^2w$ against a stiffness $Bd^2/12$, which adds three times the mean-square strain of stretching. With the same $D$, it would multiply the high-temperature $U$ below by four even for $qd\ll1$. The deformation potential $D$ gives $V=D\,\nabla\cdot\mathbf u$, so $\langle|V_{\mathbf q}|^2\rangle=D^2q^2\langle|u_{\mathbf q}|^2\rangle$.

The elastic energy per mode is half the mean oscillator energy:
$$
\frac12BAq^2\langle|u_{\mathbf q}|^2\rangle
=\frac12\,\omega\left(N+\frac12\right),
\qquad N=\frac1{e^{\omega/k_BT}-1}.
$$
Solving for $\langle|u_{\mathbf q}|^2\rangle$ gives
$$
U_q=A\langle|V_{\mathbf q}|^2\rangle
=\frac{D^2\omega}{2B}(2N+1).
$$
For $\omega\ll k_BT$, $2N+1\simeq2k_BT/\omega$. The frequency cancels, leaving
$$
U=\frac{D^2k_BT}{B},\qquad
\rho=\frac{\pi D^2k_BT}{Bv^2}.
$$
If $c\ll v$ and $2ck_F\ll k_BT$, the electron's energy change is negligible on both relevant scales, and the strain acts as nearly static disorder. The exact theorem for static $H$ does not cover moving atoms, but the golden-rule overlap still vanishes at $180^\circ$. The other angles still relax the current, provided the phonons stay in equilibrium at rest. These collisions only pass momentum from electrons to phonons, so the phonons must lose it elsewhere, through umklapp processes, boundaries or a substrate. This is assumed throughout, and it is least safe in a clean film at low temperature. Independent short-range impurities would add $n_iu_0^2$ to $U$.

At lower temperature, energy exchange matters. Put $x=\omega/k_BT$ and use
$$
f_0(\varepsilon)[1-f_0(\varepsilon+\omega)]
=(N+1)[f_0(\varepsilon)-f_0(\varepsilon+\omega)].
$$
Its energy integral is $(N+1)\omega$. The corresponding integral for emission is $N\omega$. Weighting absorption by $N$ and emission by $N+1$ gives $2\omega N(N+1)$ in total. The static limit is $(2/x)k_BT$, so the ratio is
$$
g(x)=x^2N(N+1)=\frac{(x/2)^2}{\sinh^2(x/2)}.
$$
For a slightly displaced Fermi distribution, the net flow between two states is their equilibrium transition rate times a term proportional to the difference of their $k_x$. The momentum lost brings a second such difference. Its square, averaged over initial directions, is proportional to $1-\cos\theta$. Each angle in the resistivity is therefore multiplied by $g(x_\theta)$, with $x_\theta=x_m|\sin(\theta/2)|$ and $x_m=2ck_F/k_BT$. The assumed displacement makes this an estimate at low temperature.

For small $x$, $g\simeq1-x^2/12$. The mean of $\sin^2(\theta/2)$ with weight $\sin^2\theta$ is $1/2$, so the linear law is multiplied by about $1-x_m^2/24$. In the opposite limit, $k_BT\ll2ck_F$, small angles dominate. The integral of $\theta^2g(ck_F\theta/k_BT)$ scales as $T^3$, and the prefactor supplies another $T$, so this estimate gives $\rho\propto T^4$. This power belongs to the stretching mode. In a free film the bending mode, with $\omega\propto q^2$, admits angles up to $\theta\propto T^{1/2}$ and gives $T^{5/2}$, which dominates at the lowest temperatures. In this model a clean surface thus has a very small resistivity near absolute zero and a much larger one at room temperature.

## Numbers for a model film

Take the round parameters $\hbar v=3$ eV Å, $k_F=0.1$ Å$^{-1}$, $D=10$ eV, $B=20$ eV Å$^{-2}$ and $\hbar c=0.02$ eV Å. They represent no named material, and they take the film model outside its range. The mass per unit area is $B/c^2\simeq3.5\times10^{-5}$ kg m$^{-2}$. At a density of 7.7 g cm$^{-3}$ this means a film about 45 Å thick, so $2k_Fd\simeq9$ instead of being much less than one. The surface of such a film can strain without stretching the whole thickness. If the film is free and elastically isotropic, and the same $D$ multiplies its in-plane surface strain, thermal motion including bending would make the resistivity roughly ten times larger than the formula gives. A film thin enough to meet the condition at this $k_F$ would couple its two surfaces and spoil the isolated cone. The numbers below therefore illustrate the formulas and do not predict the resistance of a real film. At 300 K, $k_BT=0.02585$ eV, and
$$
U=\frac{10^2\times0.02585}{20}=0.129\ \text{eV}^2\,\text{Å}^2.
$$
With $\hbar$ restored,
$$
\frac{\hbar}{\tau_{\rm tr}}
=\frac{0.1293\times0.1}{4\times3}
=1.08\times10^{-3}\ \text{eV}.
$$
The mean free path is $3/(1.077\times10^{-3})\simeq2790$ Å, and $k_F\ell\simeq280$, so the weak-scattering condition holds. The Fermi energy, 0.30 eV, is well above $k_BT$.

The sheet resistivity is
$$
\rho=\frac{\pi\times0.1293}{3^2}\frac{\hbar}{e^2}
=0.0451\,\frac{\hbar}{e^2},
$$
or 185 ohms per square. Solving the discretized collision equation with numerically diagonalized spinors gives the same value. That test checks the solution of the Boltzmann equation; the wave calculation checks the scattering rate that enters it.

A strip $10^5$ Å long and $10^4$ Å wide contains ten squares, so the resistance of one surface is about 1850 ohms. Two equal surfaces in parallel would give half of that. This assumes smooth edges that preserve the current along the strip. The contacts would add their own resistance.

The largest phonon energy involved is $2\times0.02\times0.1=0.004$ eV, so $x_m=0.155$ at 300 K. The energy-exchange correction lowers the linear result by 0.1%. At 30 K the correction factor is 0.907 and the estimated resistivity is 16.8 ohms per square. Letting the change in the distribution depend on energy, instead of assuming a rigid displacement, lowers this by about 0.6%, to 16.7. The numerical output below gives the remaining values.

## Assessment

The conclusion of a lossless room-temperature wire should be withdrawn. The symmetry argument supports a narrower claim: static scalar disorder cannot transfer a surface electron into its time-reversed state, and for weak short-range disorder the spin overlap lowers the transport rate fourfold relative to a spinless carrier with the same dispersion. Any proposed advantage as an interconnect must then be argued from the velocity $v$, the impurity strength and the electron-phonon scattering of the actual surface, together with the bulk and contact contributions omitted here.

## Table of computed values

```
WAVE SIMULATION (v = 1, grid spacing = 1)
disorder strength U: 0.100 (model units)
initial wavevector: 1.0239 (model units)
number of random potentials: 20
final time: 30.0 (model units)
helical current left at final time: 0.477
helical decay rate, simulated: 0.02508 (model units)
helical decay rate, formula: 0.02560 (model units)
largest probability in reversed state: 2.8e-32
mean probability in 90-degree state: 7.93e-04
spinless decay rate at U/4, simulated: 0.02543
spinless decay rate at U/4, formula: 0.02560
spinless mean probability at -k: 9.24e-04
rate reduction by spin locking, simulated: 4.06
1D helical current left at final time: 1.0000000000
1D probability left in initial plane wave: 0.567
WORKED EXAMPLE
hbar*v: 3.00 eV angstrom
Fermi wavevector: 0.10 1/angstrom
Fermi energy above Dirac point: 0.30 eV
deformation potential: 10.0 eV
areal modulus: 20.0 eV/angstrom^2
hbar*sound speed: 0.020 eV angstrom
thermal energy at 300 K: 0.02585 eV
largest phonon energy: 0.0040 eV
thermal disorder strength U: 0.12926 eV^2 angstrom^2
U from oscillator sum at q=2kF: 0.12952 eV^2 angstrom^2
hbar/out-scattering time: 2.1543e-03 eV
hbar/transport time: 1.0772e-03 eV
transport mean free path: 2785.1 angstrom
kF times mean free path: 278.5
spinor overlap squared at 180 degrees: 4.2e-33
relaxation share from 60-120 degrees: 60.90 %
relaxation share from 170-180 degrees: 0.112 %
sheet resistivity, linear law: 0.045120 hbar/e^2
sheet resistivity, collision matrix: 0.045120 hbar/e^2
sheet resistivity, linear law: 185.36 ohm/square
300 K energy-exchange correction factor: 0.99900
300 K corrected resistivity: 185.18 ohm/square
30 K energy-exchange correction factor: 0.9072
30 K corrected resistivity: 16.82 ohm/square
strip length: 100000 angstrom
strip width: 10000 angstrom
strip resistance at 300 K, linear law: 1853.6 ohm
```
